# When the midpoint correlator does not give the dc conductivity

**Q:** I have the current correlator $\Lambda(\tau)$ from an imaginary-time calculation and want the dc conductivity without an analytic continuation. I take $\beta^2\Lambda(\beta/2)/\pi$. The midpoint is the longest imaginary time available, so it should see the lowest frequencies. My resistivity comes out linear in temperature. Is there anything to worry about?

**A:** There is, and the linear law is part of it. Let us find out what the midpoint measures. I set $\hbar=k_B=1$ and $\beta=1/T$, and define

$$\Lambda(\tau)=\frac{1}{V}\langle J(\tau)J(0)\rangle,\qquad 0<\tau<\beta,$$

where $J$ is the total current along one direction, $\langle J\rangle=0$ and $V$ is the volume. I write $\sigma(\omega)$ for the real part of the conductivity, which is even and non-negative. The system is a normal conductor. In a superconductor the condensate adds a delta function to $\sigma$ that comes from the diamagnetic term and is not contained in $\Lambda$.

With eigenstates $H|n\rangle=E_n|n\rangle$, probabilities $p_n=e^{-\beta E_n}/Z$ and $\omega_{mn}=E_m-E_n$,

$$\Lambda(\tau)=\frac1V\sum_{nm}p_n|J_{mn}|^2e^{-\omega_{mn}\tau}.$$

**Q:** And the conductivity enters through absorption?

**A:** Yes. A field $E_0\cos\omega t$ has a vector potential of amplitude $E_0/\omega$, which couples to $J$. By the golden rule the transition $n\to m$ has the rate $2\pi(E_0/2\omega)^2|J_{mn}|^2\delta(\omega-\omega_{mn})$. Absorption minus emission, times $\omega$, is the absorbed power, which must equal $V\sigma E_0^2/2$. Hence

$$\sigma(\omega)=\frac{\pi}{V\omega}\sum_{nm}(p_n-p_m)|J_{mn}|^2\delta(\omega-\omega_{mn}).$$

The delta function allows us to write $p_m=p_ne^{-\beta\omega}$, so

$$\frac1V\sum_{nm}p_n|J_{mn}|^2\delta(\omega-\omega_{mn})=\frac{\omega\sigma(\omega)}{\pi(1-e^{-\beta\omega})}.$$

Multiplying by $e^{-\omega\tau}$ and integrating gives $\Lambda(\tau)$. Now use

$$\frac{e^{-\omega\tau}}{1-e^{-\beta\omega}}=\frac{e^{-\omega(\tau-\beta/2)}}{2\sinh(\beta\omega/2)}.$$

Since $\omega\sigma/\sinh(\beta\omega/2)$ is even, only the even part of the exponential survives:

$$\Lambda(\tau)=\int_{-\infty}^{\infty}\frac{d\omega}{\pi}\,\omega\sigma(\omega)\frac{\cosh[\omega(\tau-\beta/2)]}{2\sinh(\beta\omega/2)}.$$

At zero frequency $\omega/[2\sinh(\beta\omega/2)]$ has the limit $T$, so spectral weight there is counted with the factor $T/\pi$.

**Q:** At $\tau=\beta/2$ the hyperbolic sine cuts off high frequencies. I then pull $\sigma(0)$ out of the integral.

**A:** That is the step that needs a condition. Let us first do it for constant $\sigma$. With $x=\beta\omega/2$,

$$\int_{-\infty}^{\infty}\frac{\omega\,d\omega}{2\sinh(\beta\omega/2)}=\frac{2}{\beta^2}\int_{-\infty}^{\infty}\frac{x\,dx}{\sinh x}.$$

For $x>0$, $1/\sinh x=2\sum_{k\ge0}e^{-(2k+1)x}$, so the last integral is $4\sum_k(2k+1)^{-2}=\pi^2/2$. Thus $\Lambda(\beta/2)=\pi\sigma/\beta^2$, and your formula is right for a flat spectrum. For any other spectrum the same normalization gives

$$\sigma_{\rm est}\equiv\frac{\beta^2\Lambda(\beta/2)}{\pi}=\int d\omega\,W(\omega)\sigma(\omega),\qquad W(\omega)=\frac{\beta^2\omega}{2\pi^2\sinh(\beta\omega/2)},$$

with $\int W\,d\omega=1$. You have an average of the conductivity over a thermal window.

**Q:** A window of width $T$, presumably.

**A:** It is wider. It falls to half its height at $|\omega|=4.4T$, and 71% of its weight lies inside that range. Its mean square frequency follows from $\int x^3dx/\sinh x=4\cdot3!\sum_k(2k+1)^{-4}=\pi^4/4$:

$$\langle\omega^2\rangle_W=\frac{4}{\beta^2}\,\frac{\pi^4/4}{\pi^2/2}=2\pi^2T^2,$$

so the root mean square is also about $4.4T$. This gives a sufficient condition. If $|\sigma(\omega)-\sigma(0)|\le M\omega^2/2$ at all frequencies, then

$$|\sigma_{\rm est}-\sigma(0)|\le\frac M2\langle\omega^2\rangle_W=\pi^2T^2M.$$

The conductivity has to be flat over several $T$ for this bound to be useful. Flatness is not strictly necessary, because a dip and a bump can cancel in the average, but you cannot count on that.

**Q:** Then I cool the system. The window shrinks, and the estimate becomes correct.

**A:** It does if the spectrum stays fixed and is smooth at zero frequency. In a clean metal the Drude peak also narrows on cooling, and it may narrow faster than the window. Take

$$\sigma(\omega)=\frac{K\Gamma}{\omega^2+\Gamma^2},\qquad\sigma_{\rm dc}=\frac K\Gamma,$$

where $\Gamma$ is the scattering rate and $\pi K$ is the area under the peak.

**Q:** Is that form an assumption, or does it follow from a model?

**A:** It follows from a simple one: a wide band in which $V^{-1}\sum_kv_k^2$ becomes $K\int d\xi$ with constant $K$, a frequency-independent scattering rate, and no vertex corrections. The electron spectral function is

$$A(\xi,\varepsilon)=\frac{\Gamma/2\pi}{(\varepsilon-\xi)^2+\Gamma^2/4}.$$

Without vertex corrections the correlator is a product of a particle and a hole propagator. With the positive function $g=-G$,

$$g(\xi,\tau)=\int d\varepsilon\,\frac{A(\xi,\varepsilon)e^{-\varepsilon\tau}}{1+e^{-\beta\varepsilon}},\qquad\Lambda(\tau)=K\int d\xi\,g(\xi,\tau)\,g(\xi,\beta-\tau).$$

Let the hole have energy $\varepsilon$ and the particle $\varepsilon+\omega$. The thermal factors combine, with the Fermi function $f$, into

$$f(\varepsilon)[1-f(\varepsilon+\omega)]=\frac{f(\varepsilon)-f(\varepsilon+\omega)}{1-e^{-\beta\omega}}.$$

Comparison with the spectral form of $\Lambda$ yields

$$\sigma(\omega)=\pi K\int d\varepsilon\,\frac{f(\varepsilon)-f(\varepsilon+\omega)}{\omega}\int d\xi\,A(\xi,\varepsilon)A(\xi,\varepsilon+\omega).$$

The overlap of two Lorentzians of half width $\Gamma/2$ is a Lorentzian of half width $\Gamma$, namely $\Gamma/[\pi(\omega^2+\Gamma^2)]$. It does not depend on $\varepsilon$, and $\int d\varepsilon[f(\varepsilon)-f(\varepsilon+\omega)]=\omega$. The Drude form follows.

**Q:** What does my estimate give for it?

**A:** Define $R=\sigma_{\rm est}/\sigma_{\rm dc}$ and $a=\Gamma/2T$. In the variable $x=\omega/2T$,

$$R=\frac2{\pi^2}\int_{-\infty}^{\infty}dx\,\frac{x}{\sinh x}\,\frac{a^2}{x^2+a^2}.$$

Write the Lorentzian as $a\int_0^\infty dk\,e^{-ak}\cos kx$. For the $x$ integral, expand $1/\sinh x$ as before:

$$\int_{-\infty}^{\infty}\frac{\sin kx}{\sinh x}dx=4\sum_{n\ge0}\frac{k}{k^2+(2n+1)^2}=\pi\tanh\frac{\pi k}{2},$$

where the last step is the partial-fraction series of the hyperbolic tangent. Differentiating with respect to $k$ gives

$$\int_{-\infty}^{\infty}\frac{x\cos kx}{\sinh x}dx=\frac{\pi^2}{2}\,\mathrm{sech}^2\frac{\pi k}{2}.$$

Therefore, after one integration by parts whose boundary terms vanish,

$$R=a\int_0^\infty dk\,e^{-ak}\,\mathrm{sech}^2\frac{\pi k}2=\frac{2a^2}{\pi}\int_0^\infty dk\,e^{-ak}\tanh\frac{\pi k}{2}.$$

Insert $\tanh(\pi k/2)=1+2\sum_{n\ge1}(-1)^ne^{-n\pi k}$, integrate term by term, and set $z=a/\pi=\Gamma/(2\pi T)$:

$$R=2z\left[1+2z\sum_{n=1}^{\infty}\frac{(-1)^n}{n+z}\right].$$

The digamma function obeys $\psi(u)-\psi(v)=\sum_{m\ge0}[1/(m+v)-1/(m+u)]$. With $u=1+z/2$ and $v=\tfrac12+z/2$ this difference is $-2\sum_{n\ge1}(-1)^n/(n+z)$, so

$$R=2z\left\{1-z\left[\psi\!\left(1+\tfrac z2\right)-\psi\!\left(\tfrac12+\tfrac z2\right)\right]\right\}.$$

The formula was tested against direct frequency integration, and also against $\Lambda$ computed from the Green's functions $g$ without using $\sigma(\omega)$.

**Q:** Show me the two limits. I would like to see where my method works.

**A:** For a broad peak, start from $1-R=\langle\omega^2/(\omega^2+\Gamma^2)\rangle_W$. When $\Gamma\gg T$ the denominator is nearly $\Gamma^2$ throughout the window, so

$$R\simeq1-\frac{2\pi^2T^2}{\Gamma^2}.$$

At $\Gamma=20T$ this leading term gives 5%, and the exact formula, used for the numbers that follow, puts the estimate 4% low. To be no more than 10% low you need $\Gamma$ of at least about $12T$. At $\Gamma=5T$ it is already 29% low, and at $\Gamma=2.5T$ it has lost half of the true value.

For a narrow peak, the alternating sum at $z=0$ is $-\ln2$, and

$$R\simeq2z(1-2z\ln2),\qquad\sigma_{\rm est}=\frac{K}{\Gamma}R\simeq\frac{K}{\pi T}\left(1-\frac{\Gamma\ln2}{\pi T}\right).$$

The scattering rate has cancelled from the leading term.

**Q:** So the narrow peak is missed altogether?

**A:** Its weight is not missed. The window is nearly constant across the peak, with $W(0)=\beta/\pi^2$, and multiplies its area $\pi K$. That product is $K/(\pi T)$. What is lost is the height, which is the quantity you want. The average spreads the peak over a thermal width, as if the scattering rate were $\pi T$.

**Q:** And if $K$ hardly depends on temperature, I obtain a resistivity $\pi T/K$. That is my linear law!

**A:** It could be, provided the temperature is well below the hopping scale. On a lattice the weight is $K=V^{-1}\sum_kv_k^2(-\partial f/\partial\xi)$, which decreases on heating and falls as $1/T$ once $T$ exceeds the bandwidth, so that $\pi T/K$ bends upward toward $T^2$ there. Here is a case with constant $K$ where we know the answer. Take a two-dimensional model with energy unit $t$, conductivities in $e^2/\hbar$, $K=1\,t$, and $\Gamma=T^2/t$, independent of frequency at each temperature. A real Fermi liquid also has frequency-dependent scattering, which this model leaves out. At $T=0.05\,t$ the rate is $\Gamma=0.0025\,t$, so

$$\sigma_{\rm dc}=\frac{1}{0.0025}=400,\qquad\sigma_{\rm est}=0.01574\times400=6.30.$$

The estimate is too small by a factor of 64. The other temperatures are:

| $T/t$ | $\sigma_{\rm dc}$ | $\sigma_{\rm est}$ | $\sigma_{\rm dc}/\sigma_{\rm est}$ |
|---|---|---|---|
| 0.05 | 400 | 6.30 | 64 |
| 0.10 | 100 | 3.11 | 32 |
| 0.20 | 25 | 1.52 | 16 |

Cooling makes the error worse, because $\Gamma/T=T/t$ decreases. With a temperature-independent impurity rate the ratio $\Gamma/T$ would grow on cooling, and your argument about the shrinking window would hold.

**Q:** Perhaps the absolute value is off but the temperature dependence can be trusted.

**A:** Not here. The true resistivity grows as $T^2$. Between the first two temperatures the estimated one grows with exponent 1.02, and between the last two with exponent 1.03. The small excess over 1 comes from the correction above: $1/\sigma_{\rm est}\simeq(\pi T/K)(1+2z\ln2)$, where $z=T/(2\pi t)$ rises with temperature. An apparent linear resistivity from this estimate is therefore no evidence for a scattering rate linear in $T$. It does not disprove one either; it has to be checked by other means.

**Q:** At least the error has a known sign. The estimate is a lower bound on the conductivity.

**A:** For a spectrum with its maximum at zero frequency, yes, since an average cannot exceed the maximum. If instead the spectrum has its minimum at zero frequency, as for a gap, the sign is reversed. Let $\sigma(\omega)=0$ for $|\omega|<\Delta$ and $\sigma(\omega)=\sigma_p$ above. The dc conductivity vanishes, but with $x_0=\Delta/2T$

$$\frac{\sigma_{\rm est}}{\sigma_p}=\frac{4}{\pi^2}\int_{x_0}^{\infty}\frac{x\,dx}{\sinh x}\simeq\frac8{\pi^2}\int_{x_0}^{\infty}x\,e^{-x}dx=\frac{8}{\pi^2}\left(1+\frac{\Delta}{2T}\right)e^{-\Delta/2T}.$$

The approximation $\sinh x\simeq e^x/2$ neglects terms of relative order $e^{-\Delta/T}$, and the result is already good to about 3% at $\Delta=2T$. At $\Delta=10T$ the estimate is 3.3% of the plateau. A plot of its logarithm against $1/T$ would suggest activated transport, with an apparent energy of about $0.42\Delta$ around this temperature that tends to $\Delta/2$ on further cooling, although this model carries no dc current at all.

**Q:** I have $\Lambda(\tau)$ at other times too. Can they warn me?

**A:** They can. For a flat spectrum, expand $1/(1-e^{-\beta\omega})$ for positive $\omega$, and do the same for negative $\omega$ after reversing its sign. The two halves give

$$\Lambda(\tau)=\frac{\sigma}{\pi}\sum_{n=-\infty}^{\infty}\frac{1}{(\tau+n\beta)^2}=\frac{\pi T^2\sigma}{\sin^2(\pi T\tau)}.$$

This curve doubles between $\tau=\beta/2$ and $\tau=\beta/4$. A very narrow Drude peak gives instead a $\Lambda$ that is almost constant away from the ends $\tau=0$ and $\tau=\beta$, because the spectral weight sits where the cosine factor $\cosh[\omega(\tau-\beta/2)]$ is nearly 1. At $\Gamma=0.05T$ the rise over the same interval is 0.55%.

A local measure is the curvature at the midpoint. Differentiating the cosh twice brings down $\omega^2$, so

$$C\equiv\frac{\Lambda''(\beta/2)}{2\pi^2T^2\Lambda(\beta/2)}=\frac{\int W\omega^2\sigma\,d\omega}{2\pi^2T^2\int W\sigma\,d\omega}.$$

A flat spectrum has $C=1$. If your $C$ is far from 1, the spectrum is not flat over all the frequencies that contribute. The factor $\omega^2$ favors the outer part of the window, so the departure may lie at several $T$ and not near $\omega=0$.

**Q:** Could I use $C$ to repair the estimate?

**A:** If you know on other grounds that a single Drude peak fills the window, you can. Use

$$\omega^2\frac{\Gamma^2}{\omega^2+\Gamma^2}=\Gamma^2-\Gamma^2\frac{\Gamma^2}{\omega^2+\Gamma^2}.$$

The window average of the right side is $\Gamma^2(1-R)$, hence

$$C=\frac{\Gamma^2(1-R)}{2\pi^2T^2R}\simeq\frac{\Gamma}{2\pi T}\quad(\Gamma\ll T).$$

For the limit I used $R\simeq\Gamma/(\pi T)$. So in this model the curvature retains the rate that the midpoint value has lost. It does so through the tail of the peak at several $T$, where $\omega^2\sigma\simeq K\Gamma$. If the scattering rate depends on frequency, or if other absorption contributes there, the $\Gamma$ found in this way is not the dc rate. As a check, the Green's functions with $\Gamma=0.3T$ give $\Lambda(\beta/2)=0.937\,KT$. Your estimate is then $0.937K/(\pi T)=0.298K/T$, about 9% of the true $3.33K/T$. The curvature from the same data is $C=0.0464$. Solving the relation above for $\Gamma$ returns $0.300T$, and dividing the estimate by the corresponding $R$ returns $3.33K/T$.

**Q:** That sounds almost too convenient. My data have statistical errors.

**A:** They set the limit. At fixed $K$ and $T$, raise $\Gamma$ from $0.05T$ to $0.10T$. The dc conductivity halves, while $\Lambda(\beta/2)$ changes by 1.1%. The midpoint value therefore cannot tell you $\Gamma$ unless $K$ is known to better than that. The curvature does not need $K$, but for $\Gamma=0.05T$ it must be extracted from a rise of about half a percent out to $\beta/4$. The statistical error of the rise has to be well below the rise itself. It depends on the correlations between different times: a relative error common to all $\Lambda(\tau)$ cancels in $C$, whereas independent errors do not.

**Q:** Suppose I find $C=1$ within small errors. Then the spectrum is flat and my original formula is safe.

**A:** No. $C=1$ is necessary for flatness, not sufficient. Combine a narrow Drude peak, whose $C$ is small, with a band centered well above $4.4T$, whose $C$ is larger than 1. Two positive amplitudes can be chosen to match two numbers, the midpoint value and its curvature.

For example, take a Drude peak with $\Gamma=0.1T$ and Gaussian bands at $\omega=\pm10T$ with standard deviation $T$. In units of a flat conductivity, the matching heights are 25.4 for the peak and 5.67 for each band. The peak contributes $25.4\times0.0311=0.79$ to the estimate, and the bands supply the remaining 0.21. Weighting the peak's $C=0.0158$ by 0.79 gives 0.012, so nearly all of the curvature comes from the bands. The total has $\sigma_{\rm est}=1$ and $C=1$, like the flat spectrum, but its dc conductivity is 25.4.

**Q:** Surely the rest of the curve would give it away.

**A:** It contains a difference, but a small one near the midpoint. Both curves are even about $\beta/2$, and we have matched the value and the second derivative, so the difference starts at fourth order in $\delta=\tau/\beta-\tfrac12$. For the bands, $\sinh(\beta\omega/2)\simeq e^{\beta\omega/2}/2$ shifts the Gaussian to $9.5T$, and their contribution to $\beta^2\Lambda/\pi$ becomes $0.209\,e^{\delta^2/2}[\cosh9.5\delta+(\delta/9.5)\sinh9.5\delta]$. The peak contributes about $0.791+25.4\times0.01\,\delta^2/2$, and the flat spectrum gives $1/\cos^2\pi\delta$. At $\tau=0.3\beta$ the sum is $0.744+0.796=1.540$ against $1.528$, about 0.8% higher. The curves then cross near $\tau=\beta/4$, which is why they differ there by only 0.04%. At $\tau=0.2\beta$ the sum is $2.76$ against $2.89$, about 5% lower. Near $\tau=0$ they separate strongly: the flat spectrum gives $\sigma/(\pi\tau^2)$, whereas the Gaussian bands stay finite and the Drude tail, falling as $\omega^{-2}$, gives only a logarithm. That separation tells you about high frequencies, however. It excludes the spectrum that is flat without end, but does not by itself fix the height at $\omega=0$.

**Q:** Then what may I say about the number I have been calculating?

**A:** Call it the conductivity averaged over a window of half width $4.4T$. That range holds only 71% of the weight, so flatness inside it is not enough. You may read the number as the dc value when there is independent reason to believe that $\sigma(\omega)$ varies little out to about $9T$, a range that holds 95% of the weight, and is not much larger beyond. In the Drude model a scattering rate above about $12T$ suffices if 10% is good enough. Otherwise, fit a physically justified form of $\sigma(\omega)$ to the whole correlator, or continue it analytically, and see how far $\sigma(0)$ can move while the fit stays within the errors. For your linear resistivity, I would first look at $C$. A value near 1 does not clear the estimate, as the example with the bands showed. If it is small, compare your result with $\pi T/K$, taking the low-frequency weight $K$ from an independent source such as the band structure or a sum rule with the high-frequency part removed. A $K$ read from the midpoint itself would agree automatically, since $\Lambda(\beta/2)\simeq KT$ for a narrow peak. Agreement would mean that the slope reflects the thermal window and the Drude weight, and that the scattering rate is still to be determined; a rate linear in $T$ remains possible, since $\Gamma=0.3T$ also agrees to about 6%. The numerical output below gives the values for several widths.

## Table of computed values

```
window half width at half height: 4.355 T
window rms frequency: 4.443 T
window weight inside half width: 0.7071
Drude: G/T, sigma_est/sigma_dc, C (dimensionless)
   0.05  0.01574  0.00792
   0.10  0.03114  0.01576
   0.30  0.08951  0.04638
   1.00  0.25936  0.14467
   5.00  0.71076  0.51540
  20.00  0.95784  0.89190
G/T for estimate 10% low: 11.751
G/T for estimate 50% low: 2.496
model K = 1 t e^2/hbar, G = T^2/t
T [t], G [t], sigma_dc [e^2/hbar], sigma_est [e^2/hbar], dc/est
  0.05  0.0025  400.00  6.2966  63.53
  0.10  0.0100  100.00  3.1142  32.11
  0.20  0.0400  25.00  1.5239  16.41
resistivity exponents, T = 0.05-0.10 and 0.10-0.20 t:
  true: 2.000, 2.000
  estimated: 1.016, 1.031
G/T from 0.05 to 0.10 at fixed K and T:
  change of Lambda(beta/2): -1.084 %
G/T=0.05, Lambda(beta/4)/Lambda(beta/2)-1: 0.550 %
Green's-function data, input G/T = 0.3, K/T = 1:
  Lambda(beta/2)/(K T): 0.93737
  sigma_est/sigma_dc: 0.08951
  C: 0.04638
  G/T recovered from C: 0.3000
  repaired sigma_dc/(K/T): 3.3333
hard gap 10 T: sigma_est/plateau = 0.03277
  asymptotic formula: 0.03277
counterexample, conductivity in units of the flat value:
  Drude G = 0.1 T, height = 25.399
  band center = 10 T, std. dev. = 1 T
  band height = 5.673
  true sigma_dc = 25.399
  sigma_est = 1.00000, C = 1.00000
  Lambda(beta/4), mixed/flat = 0.99964
```
